# Exchange and spin-orbit coupling in the argon 2p⁵4s lines

## Problem

A photon lifts a 2p electron of argon into the 4s orbital. The configuration $2p^5\,4s$ has twelve states, grouped into the terms $^1P_1$ and $^3P_{2,1,0}$. The ground state has $J=0$, so an electric dipole transition reaches $J=1$ states, of which there are two sets, $^1P_1$ and $^3P_1$. Two interactions compete:

- the spin-orbit coupling of the 2p shell, $\zeta\sum \mathbf l\cdot\mathbf s$ summed over its electrons, with $\zeta>0$;
- the exchange between 2p and 4s, measured by the Slater integral

$$G_1=\int_0^\infty\!\!\int_0^\infty P_{2p}(r)P_{4s}(r)\,\frac{r_<}{r_>^2}\,P_{2p}(r')P_{4s}(r')\,dr\,dr'>0 ,$$

in atomic units, where $P=rR$ is a radial function and $r_<,r_>$ are the smaller and larger of $r,r'$.

Assume that all twelve states share the same radial functions and do not mix with other configurations. Measure energies from the average $E_{\rm av}$ of the twelve.

1. Set up and diagonalize the $J=1$ block.
2. Find the line positions and the intensity ratio for any $G_1/\zeta$, including the jj limit ($G_1\ll\zeta$) and the LS limit ($G_1\gg\zeta$).
3. Evaluate them for argon with $\zeta=1.504$ eV, $G_1=0.0649$ eV and $E_{\rm av}=245.01$ eV above the ground state.

These parameters come from nonrelativistic Hartree-Fock calculations in a Gaussian basis. One treats the ground state, the other the average of $2p^5\,4s$ with all orbitals relaxed; $E_{\rm av}$ is the difference of the two energies. The spin-orbit parameter is $\zeta=\tfrac12\alpha^2\langle (Z-N(r))/r^3\rangle_{2p}$ in atomic units, where $\alpha$ is the fine-structure constant, $Z=18$, and $N(r)$ is the charge of the other electrons inside radius $r$. Correlation, scalar relativity, and the exchange and spin-other-orbit parts of the two-electron spin-orbit interaction are left out.

## First estimate by scaling

The one dimensionless parameter is $G_1/\zeta=0.0649/1.504=0.043$. Argon is therefore near the jj limit, and exchange may be dropped at first.

For one p electron,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

which is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. The filled shell has total spin-orbit energy $4\cdot\tfrac12\zeta-2\zeta=0$. Removing an electron removes its contribution, so a hole has energy $-\zeta/2$ for $j=\tfrac32$ and $+\zeta$ for $j=\tfrac12$. The lines should lie near $245.01-0.75=244.26$ eV and $245.01+1.50=246.51$ eV, separated by $\tfrac32\zeta=2.256$ eV.

Each filled subshell is spherically symmetric, so its total absorption into an s orbital is proportional to its number of electrons, $2j+1$. The intensity ratio, lower line to upper, should be near $4:2=2$. Corrections should be of relative order $G_1/\zeta$, a few per cent.

In the opposite limit exchange separates singlet from triplet by an energy of order $G_1$. Light excites the singlet, and the triplet borrows an amplitude of order $\zeta/G_1$, hence an intensity of order $(\zeta/G_1)^2$. The change of regime should come at $G_1\sim\zeta$.

## Exact solution within the model

**Exchange.** Use real orbitals $p_i$, $i=x,y,z$. The angular part of the product $p_i\,s$ is $Y_{1i}/\sqrt{4\pi}$, so only the dipole term of the multipole expansion of $1/r_{12}$, with prefactor $4\pi/3$, contributes. The exchange integral is

$$K=(p_i s|s p_i)=\frac{4\pi}{3}\,\frac{1}{4\pi}\,G_1=\frac{G_1}{3},$$

and it vanishes between different $i$. Let $p_{i\sigma}$ and $s_\sigma$ be annihilation operators. The exchange part of the Coulomb operator is

$$H_x=K\sum_{i\sigma\tau}p^\dagger_{i\sigma}s^\dagger_\tau\,p_{i\tau}s_\sigma ,$$

where the factor $\tfrac12$ of the two-electron operator has cancelled against two equal terms. Define $A_i=\sum_\tau s^\dagger_\tau p_{i\tau}$, which moves an electron from $p_i$ to $s$ without changing its spin. Anticommutation gives

$$A_iA_i^\dagger=\sum_{\sigma\tau}s^\dagger_\tau\left(\delta_{\sigma\tau}-p^\dagger_{i\sigma}p_{i\tau}\right)s_\sigma
=N_s+\sum_{\sigma\tau}p^\dagger_{i\sigma}s^\dagger_\tau p_{i\tau}s_\sigma .$$

The last sign arises from exchanging $s^\dagger_\tau$ with $p^\dagger_{i\sigma}$. With $N_s=1$ and three values of $i$,

$$H_x=K\sum_iA_iA_i^\dagger-3K .$$

Acting on $p^5s$, $A_i^\dagger$ can lead only to the filled-shell state $|0\rangle$. Conversely $A_i|0\rangle=\sqrt2\,|S_i\rangle$, where $|S_i\rangle$ is a normalized singlet: two orthogonal spin terms of equal weight give the norm $\sqrt2$. Hence $A_iA_i^\dagger=2|S_i\rangle\langle S_i|$ in this configuration. The singlet lies above the triplet by $2K=2G_1/3$.

The remaining Coulomb terms shift all twelve states equally. The 4s density is spherical, so its direct interaction is the same for every 2p hole, and $p^5$ has a single term, $^2P$. There are three singlet and nine triplet states, so the average lies $\tfrac{3}{12}\cdot2K=K/2$ above the triplet. Relative to $E_{\rm av}$, the singlet is at $\tfrac32K=G_1/2$ and the triplet at $-\tfrac12K=-G_1/6$.

**Spin-orbit coupling.** Its expectation value in $^1P_1$ is zero, because the operator is linear in a spin vector and a vector has no expectation value in a state of total spin zero. Call the triplet diagonal element $t$ and the coupling $c$. Without exchange, each of the hole levels $j=\tfrac32$ and $j=\tfrac12$ combines with the 4s spin to give one $J=1$ level, so the eigenvalues must be $-\zeta/2$ and $\zeta$. The trace and the determinant give

$$t=-\frac{\zeta}{2}+\zeta=\frac{\zeta}{2},\qquad -c^2=-\frac{\zeta}{2}\,\zeta ,\qquad |c|=\frac{\zeta}{\sqrt2}.$$

The phase of $^3P_1$ can be chosen to make $c$ positive. In the order $(^1P_1,{}^3P_1)$ the block is

$$H=\begin{pmatrix}\dfrac{G_1}{2}&\dfrac{\zeta}{\sqrt2}\\[2mm]\dfrac{\zeta}{\sqrt2}&-\dfrac{G_1}{6}+\dfrac{\zeta}{2}\end{pmatrix}.$$

**Diagonalization.** Half the trace is $G_1/6+\zeta/4$, and the difference of the diagonal elements is $D=\tfrac23G_1-\tfrac12\zeta$. Therefore

$$H=\frac{G_1}{6}+\frac{\zeta}{4}+\frac12M,\qquad M=\begin{pmatrix}D&\sqrt2\,\zeta\\\sqrt2\,\zeta&-D\end{pmatrix}.$$

Multiplication gives $M^2=R^2$ times the unit matrix, with $R=\sqrt{D^2+2\zeta^2}$. Since $M$ is traceless, its eigenvalues are $\pm R$, and

$$E_\pm=\frac{G_1}{6}+\frac{\zeta}{4}\pm\frac R2 .$$

**Intensities.** The dipole operator for polarization $i$ is proportional to $A_i$, and $A_i|0\rangle$ is a pure singlet. The squared dipole matrix element $I_\pm$ is thus proportional to the singlet weight $w_\pm$ of the eigenstate. The projector onto an eigenstate is $\tfrac12(1\pm M/R)$, and its singlet diagonal element is

$$w_\pm=\frac12\left(1\pm\frac DR\right),\qquad \frac{I_-}{I_+}=\frac{R-D}{R+D}.$$

An oscillator strength contains one further factor of the photon energy.

**jj limit.** Expand

$$R^2=\frac94\zeta^2-\frac23G_1\zeta+\frac49G_1^2$$

to first order in $G_1$: $R\approx\tfrac32\zeta-\tfrac29G_1$. Then

$$E_-\approx-\frac\zeta2+\frac{5G_1}{18},\qquad E_+\approx\zeta+\frac{G_1}{18},$$

$$\frac{I_-}{I_+}\approx\frac{2\zeta-\frac89G_1}{\zeta+\frac49G_1}\approx2-\frac{16}{9}\frac{G_1}{\zeta}.$$

**LS limit.** Here $D$ is large and positive, so $R\approx D+\zeta^2/D$, with $D\approx\tfrac23G_1$ in the small term. Because $G_1/6+\zeta/4+D/2=G_1/2$ and $G_1/6+\zeta/4-D/2=-G_1/6+\zeta/2$,

$$E_+\approx\frac{G_1}{2}+\frac{3\zeta^2}{4G_1},\qquad E_-\approx-\frac{G_1}{6}+\frac\zeta2-\frac{3\zeta^2}{4G_1},$$

$$\frac{I_-}{I_+}\approx\frac{\zeta^2}{2D^2}\approx\frac{9\zeta^2}{8G_1^2}.$$

**Between the limits.** At fixed $\zeta$, $R$ is smallest when $D=0$, that is at $G_1=\tfrac34\zeta$. There the lines are equally strong and $\sqrt2\,\zeta$ apart; they do not cross. The formulas give, with energies in units of $\zeta$:

| $G_1/\zeta$ | $E_-$ | $E_+$ | $R$ | $I_-/I_+$ |
|---:|---:|---:|---:|---:|
| 0 | −0.500 | 1.000 | 1.500 | 2.000 |
| 0.3 | −0.423 | 1.023 | 1.446 | 1.524 |
| 0.75 | −0.332 | 1.082 | 1.414 | 1.000 |
| 1.5 | −0.250 | 1.250 | 1.500 | 0.500 |
| 3 | −0.281 | 1.781 | 2.062 | 0.158 |
| 10 | −1.247 | 5.080 | 6.327 | 0.0128 |

The separation is the same at $G_1=0$ and $G_1=1.5\,\zeta$, where $D=\mp\zeta/2$, but the intensity ratio is inverted. At given $\zeta$, any separation between $\sqrt2\,\zeta$ and $1.5\,\zeta$ is reached at two values of $G_1$, one on each side of $\tfrac34\zeta$, so in this range the separation alone does not identify the coupling regime.

**Argon.** One more digit is kept in the parameters, $\zeta=1.5041$ eV and $G_1=0.06485$ eV, only to limit rounding; the third decimal of $\zeta$ already depends on the basis set (a larger basis with tighter p functions gives 1.507 eV and leaves $G_1$ unchanged):

$$D=0.0432-0.7520=-0.7088\ {\rm eV},$$

$$R=\sqrt{0.7088^2+2(1.5041)^2}=2.242\ {\rm eV}.$$

Half the trace is $0.0108+0.3760=0.3868$ eV, so $E_-=-0.734$ eV and $E_+=1.508$ eV. Adding $E_{\rm av}$ places the lines at **244.3 eV and 246.5 eV**. The singlet weights are

$$w_-=\tfrac12\left(1+\frac{0.7088}{2.242}\right)=0.658,\qquad w_+=0.342,$$

and **$I_-/I_+=1.92$**. The photon-energy factor $244.3/246.5$ lowers the ratio of oscillator strengths to 1.91.

## Comparison

| Quantity for argon | Estimate | Exact in the model |
|---|---:|---:|
| $E_-$ (eV) | −0.752 | −0.734 |
| $E_+$ (eV) | 1.504 | 1.508 |
| Separation (eV) | 2.256 | 2.242 |
| $I_-/I_+$ | 2 | 1.92 |

Relative to the exact model values, the estimate is 0.6% too large for the separation and 4% too large for the ratio. The expansions explain the difference. To first order, exchange lowers the separation by the fraction $\tfrac{4}{27}G_1/\zeta$ and the ratio by $\tfrac89G_1/\zeta$, which is six times as much. The first-order ratio, $2-\tfrac{16}{9}(0.0431)=1.92$, already agrees with the exact one to the digits given.

At the other end, scaling gave the power $(\zeta/G_1)^2$ correctly, and the solution supplies the factor $\tfrac98$. The estimated crossover $G_1\sim\zeta$ becomes $G_1=\tfrac34\zeta$.

These comparisons concern the algebra of the model, not its accuracy for the real atom. The positions, and above all the separation, inherit the omissions listed with the parameters. With the same orbitals, the exchange and spin-other-orbit parts of the two-electron spin-orbit interaction lower $\zeta$ to about 1.40 eV and the separation to about 2.09 eV. This change of 7% is ten times the effect of $G_1$ on the separation, while the two-state ratio stays 1.92. The two-state description itself fails when coupling to other $J=1$ states, such as those of $2p^5\,3d$ or $2p^5\,5s$, is not small compared with their energy distance. With the parameters used here this condition is marginal for the upper line. In the same Hartree-Fock field, with enough diffuse functions, the 5s and 3d orbitals both lie about 2.3 eV above the 4s, nearly equal to $\tfrac32\zeta$. The $j=\tfrac32$ hole with a 5s electron then falls about 0.04 eV from the $j=\tfrac12$ hole with a 4s electron, against a coupling of about 0.01 eV. The distance is sensitive to $\zeta$: for $\zeta=1.40$ eV it grows to about 0.2 eV. The ratio 1.92 is therefore a result of the two-state model, not a prediction for the atom. Intensity can then pass to or from those states, and the two singlet weights no longer add up to one.
